# Copositivity Test for the Boundedness of an Orthorhombic Quartic Polarization Energy

## A runaway that the coordinate planes do not show

Consider a quartic polarization energy whose minimum over directions is 0.347, 0.324 and 0.069 J/cm³ in the 12, 13 and 23 coordinate planes, measured at a reference polarization of 25 µC/cm². All three numbers are positive. Yet along the direction with cosines (0.408, 0.624, 0.667) the same quartic energy is −0.0204 J/cm³. With its quadratic part included, the energy density falls to −12.8 J/cm³ at 100 µC/cm² and to −1456 J/cm³ at 400 µC/cm². A test of axes and planes has accepted an energy with no lower bound. A finite test that closes this gap follows from treating the quartic part as a quadratic form in squared components.

## The energy as a form on the positive octant

Let the parent phase have point group mmm and let the polarization \(P\) be uniform. The group contains the reversal of each component separately, so a polynomial invariant is even in each \(P_i\). At fourth order this leaves three terms \(P_i^4\) and three terms \(P_i^2P_j^2\). With a reference polarization \(P_0\) and
\[
x_i=(P_i/P_0)^2\ge 0,
\]
the energy density truncated at fourth order is
\[
F=\sum_i A_i x_i+\sum_i b_{ii}x_i^2+\sum_{i<j}b_{ij}x_ix_j
 =A\cdot x+x^{T}Bx .
\]
Here \(B_{ii}=b_{ii}\), but \(B_{ij}=b_{ij}/2\) for \(i\ne j\), because the symmetric product counts each pair twice. All coefficients are in J/cm³. Every \(x\ge0\) (componentwise) is reached by a real polarization, \(P_i=P_0\sqrt{x_i}\), and no other \(x\) is.

The matrix \(B\) is called strictly copositive if \(x^TBx>0\) for every nonzero \(x\ge0\). The claim is that \(F\) is bounded below for every choice of \(A\) if and only if \(B\) has this property. Define
\[
s=\sum_i x_i,\qquad \mu=\min_{x\ge0,\;s=1}x^TBx ,
\]
where the minimum exists because the set is compact. Since the form is homogeneous of degree two, \(x^TBx\ge\mu s^2\).

Suppose \(\mu>0\), and let \(a\) be the largest of 0 and the \(-A_i\). Then \(A\cdot x\ge-as\), and completing the square gives
\[
F\ge -as+\mu s^2=\mu\left(s-\frac{a}{2\mu}\right)^2-\frac{a^2}{4\mu}
\ge-\frac{a^2}{4\mu}.
\]
If \(\mu<0\), scaling a minimizing \(x\) by \(t\) gives \(F=tA\cdot x+t^2\mu\to-\infty\), whatever \(A\) is. If \(\mu=0\), the same ray gives \(F=tA\cdot x\), which falls without limit when all \(A_i=-1\). This proves the claim.

Positive definiteness of \(B\) requires a positive form for all real \(x\), including vectors of mixed sign that represent no polarization. It is therefore sufficient, but asks for more than the physics does.

## Axes and planes

On axis \(i\) the form is \(B_{ii}x_i^2\), so \(B_{ii}>0\) is necessary. In a coordinate plane, write
\[
B_{ii}x_i^2+2B_{ij}x_ix_j+B_{jj}x_j^2
=(\sqrt{B_{ii}}x_i-\sqrt{B_{jj}}x_j)^2+2c_{ij}x_ix_j,
\]
\[
c_{ij}=B_{ij}+\sqrt{B_{ii}B_{jj}} .
\]
The square supplies the cross term \(-2\sqrt{B_{ii}B_{jj}}\,x_ix_j\), and \(c_{ij}\) restores the original one. If \(c_{ij}>0\), the expression is positive: the last term is positive when both components are nonzero, and the square is positive when one vanishes. If \(c_{ij}\le0\), the choice \(x_i=\sqrt{B_{jj}}\), \(x_j=\sqrt{B_{ii}}\) removes the square and leaves \(2c_{ij}\sqrt{B_{ii}B_{jj}}\le0\). This vector is a witness of failure.

Once these tests pass, set \(y_i=\sqrt{B_{ii}}\,x_i\). This keeps the octant and gives a matrix \(N\) with unit diagonal and couplings
\[
p=\frac{B_{12}}{\sqrt{B_{11}B_{22}}},\quad
q=\frac{B_{13}}{\sqrt{B_{11}B_{33}}},\quad
r=\frac{B_{23}}{\sqrt{B_{22}B_{33}}}.
\]
The plane conditions are now \(p,q,r>-1\).

## The general direction

Two numbers decide the remaining question:
\[
S=1+p+q+r,\qquad D=\det N=1+2pqr-p^2-q^2-r^2 .
\]

**Case \(S>0\): accept.** Lower the couplings towards −1 by a common factor,
\[
p'=-1+\tau(1+p),\quad q'=-1+\tau(1+q),\quad r'=-1+\tau(1+r),
\]
with \(\tau=2/(2+S)<1\). Because \(3+p+q+r=2+S\), the sum is \(p'+q'+r'=-3+2=-1\). For such couplings the form equals
\[
\begin{aligned}
Q'=\tfrac12\big[&(1+p')(y_1+y_2-y_3)^2+(1+q')(y_1+y_3-y_2)^2\\
&+(1+r')(y_2+y_3-y_1)^2\big].
\end{aligned}
\]
To verify this, note that each \(y_i^2\) has coefficient \(\tfrac12(3-1)=1\). The coefficient of \(y_1y_2\) is \((1+p')-(1+q')-(1+r')=p'-q'-r'-1\). Since \(-q'-r'=1+p'\), it equals \(2p'\), as required; the other pairs follow by relabelling.

The original coupling exceeds the lowered one by \(p-p'=(1-\tau)(1+p)\), and likewise for \(q\) and \(r\). Hence
\[
y^TNy=Q'+2(1-\tau)\left[(1+p)y_1y_2+(1+q)y_1y_3+(1+r)y_2y_3\right].
\]
Both parts are nonnegative in the octant. If at least two components are nonzero, the second part is positive; if one is nonzero, \(Q'=y_i^2>0\).

**Case \(S\le0\), \(D>0\): accept.** From \(S\le0\) and \(q,r>-1\) follows \(p\le-1-q-r<1\). The same argument applies to \(q\) and \(r\), so all three lie between −1 and 1. The leading minors \(1\), \(1-p^2\) and \(D\) are positive, and Sylvester's criterion makes \(N\) positive definite.

**Case \(S\le0\), \(D\le0\): reject.** Take the first column of the adjugate of \(N\),
\[
w=(1-r^2,\;qr-p,\;pr-q)^T .
\]
Its first entry is positive because \(|r|<1\). For the second, expanding the product gives
\[
qr-p=(1+q)(1+r)-S\ge(1+q)(1+r)>0,
\]
and similarly \(pr-q=(1+p)(1+r)-S>0\). The adjugate identity gives \(Nw=De_1\), where \(e_1\) is the first unit vector, so
\[
w^TNw=Dw_1=D(1-r^2)\le0 .
\]
The polarization direction that exposes the failure is recovered from \(x_i=w_i/\sqrt{B_{ii}}\).

The cases combine into one inequality. Expansion gives
\[
\begin{aligned}
2(1+p)(1+q)(1+r)&=2+2(p+q+r)+2(pq+pr+qr)+2pqr,\\
S^2&=1+2(p+q+r)+p^2+q^2+r^2\\
&\quad+2(pq+pr+qr),
\end{aligned}
\]
and the difference is \(D\). Thus
\[
S+\sqrt{2(1+p)(1+q)(1+r)}>0
\]
holds when \(S>0\), and for \(S\le0\) it holds precisely when \(D>0\). Multiplication by \(\sqrt{B_{11}B_{22}B_{33}}\) returns it to the original coefficients:
\[
\begin{aligned}
T={}&\sqrt{B_{11}B_{22}B_{33}}+B_{12}\sqrt{B_{33}}+B_{13}\sqrt{B_{22}}\\
&+B_{23}\sqrt{B_{11}}+\sqrt{2c_{12}c_{13}c_{23}}>0 .
\end{aligned}
\]

The algorithm is therefore:

1. Reject if some \(B_{ii}\le0\); the axis is the witness.
2. Reject if some \(c_{ij}\le0\); return the plane witness.
3. Form \(p,q,r\). Accept if \(S>0\) or \(D>0\).
4. Otherwise reject and return \(w_i/\sqrt{B_{ii}}\).

Rejection means failure of strict copositivity, so it includes the marginal case treated below.

## How negative may one coupling be?

Hold \(p\) and \(q\) fixed and write \(D=(1-p^2)(1-q^2)-(r-pq)^2\). If \(p+q\ge0\), then \(S>0\) for every \(r>-1\), and the plane test is already sufficient. If \(p+q<0\), both couplings have magnitude below one, and the limit is the lower root of \(D\),
\[
r_c=pq-\sqrt{(1-p^2)(1-q^2)} .
\]
To see that this root decides, put \(p=-\cos\alpha\), \(q=-\cos\beta\) with angles between 0 and \(\pi\). The condition \(p+q<0\) means \(\alpha+\beta<\pi\), and \(r_c=\cos(\alpha+\beta)\). At \(r=r_c\),
\[
\begin{aligned}
S&=1+\cos(\alpha+\beta)-\cos\alpha-\cos\beta\\
&=2\cos\tfrac{\alpha+\beta}{2}
\left[\cos\tfrac{\alpha+\beta}{2}-\cos\tfrac{\alpha-\beta}{2}\right]<0,
\end{aligned}
\]
since \(|\alpha-\beta|<\alpha+\beta<\pi\). With \(D=0\) this point is rejected, and lowering \(r\) lowers the form on its positive witness. Just above \(r_c\), \(D>0\) gives acceptance, and raising \(r\) further cannot lower the form in the octant.

With \(r=-\cos\gamma\), the condition \(r>r_c\) becomes \(\alpha+\beta+\gamma>\pi\). Assigning the angle \(\pi\) to any coupling above one extends this rule to all couplings that pass the plane tests.

## Three energies

The parameters are round: \(P_0=25\) µC/cm², \(A=(-0.6,-0.5,-0.4)\) J/cm³ and \((b_{11},b_{22},b_{33})=(1.0,1.2,0.9)\) J/cm³. The mixed coefficients distinguish three model crystals.

**Bounded.** For \((b_{12},b_{13},b_{23})=(-0.8,-0.6,-0.4)\) J/cm³,
\[
p=\frac{-0.4}{\sqrt{1.2}}=-0.365,\quad q=\frac{-0.3}{\sqrt{0.9}}=-0.316,\quad
r=\frac{-0.2}{\sqrt{1.08}}=-0.192 .
\]
Thus \(S=0.126>0\), and the energy is accepted.

**Runaway.** Changing only \(b_{23}\) to −1.8 J/cm³ gives \(r=-0.866\), \(S=-0.547\) and \(D=-0.183\), so it is rejected. The witness is
\[
w=(0.250,\;0.639,\;0.632).
\]
Division by \(\sqrt{B_{ii}}\) and normalization to \(s=1\) give \(x=(0.167,0.389,0.444)\). The square roots are the direction cosines quoted at the start. The linear coefficient along this ray is \(A\cdot x=-0.472\) J/cm³. At 400 µC/cm², \(s=(400/25)^2=256\), and
\[
F\approx-0.472(256)-0.02037(256)^2\approx-1456\ \text{J/cm}^3 .
\]
No pair of components is unstable by itself; the three negative couplings act together.

The limiting coupling is
\[
r_c=0.1155-\sqrt{(0.8667)(0.9)}=-0.768,
\]
hence \(b_{23,c}=2r_c\sqrt{1.08}=-1.596\) J/cm³. The plane test alone would permit values down to −2.078 J/cm³. A bracketed root search (Brent's method) on the directly minimized quartic energy also gave −1.59565 J/cm³, agreeing with the formula to the printed digits.

**Indefinite.** If all three \(b_{ij}\) are 4 J/cm³, \(S=6.86\) and the energy is accepted, although the lowest eigenvalue of \(B\) is −1.06 J/cm³. Its eigenvector cannot lie in the octant, where the form is positive. Here \(D=4.33\) is positive despite the negative eigenvalue, so \(D>0\) by itself does not establish positive definiteness; the bounds on the couplings supplied by \(S\le0\) were needed above.

## The minimum and the energy bound

For an accepted matrix the bound on \(F\) tends to \(+\infty\) with \(s\), so a global minimum exists. Let \(J\) be the set of its nonzero components. Stationarity gives
\[
A_J+2B_Jx_J=0 .
\]
Solving these equations on the seven nonempty sets, discarding solutions with negative components and comparing with \(F=0\) at the origin finds the minimum. A singular \(B_J\) can be skipped: if \(B_Jv=0\), stationarity also gives \(A_J\cdot v=0\), and \(F\) is constant along \(x_J+tv\). Growth of \(F\) prevents this line from staying in the octant indefinitely, so it reaches a smaller face at the same energy.

At a stationary point, multiplication by \(x_J\) gives \(x^TBx=-\tfrac12A\cdot x\), so \(F=\tfrac12A\cdot x\). The bounded crystal has \(x=(0.682,0.531,0.567)\), which gives \(F=-0.451\) J/cm³ and \(|P|=33.4\) µC/cm². Its \(\mu=0.141\) J/cm³ yields the bound \(-0.6^2/(4\times0.141)\approx-0.64\) J/cm³. The bound is about 42% deeper than the minimum because it combines the most favourable \(A_i\) with the softest quartic direction, which need not coincide.

The indefinite crystal instead polarizes along axis 1, with \(F=-0.090\) J/cm³ and \(|P|=13.7\) µC/cm². Its strong positive couplings penalize mixed components.

## Errors near the boundary

Let each entry of \(B\) have an error of magnitude at most \(\varepsilon\), collected in \(E\). On \(s=1\),
\[
|x^TEx|\le\varepsilon\sum_{ij}x_ix_j=\varepsilon s^2=\varepsilon .
\]
The minimum \(\mu\) therefore moves by at most \(\varepsilon\), and the verdict is safe if \(\varepsilon<|\mu|\). The largest entry in the first two matrices is 1.2 J/cm³. A common relative error limit \(\eta\) on all coefficients gives \(\varepsilon\le1.2\eta\) J/cm³. Thus errors below about 11% cannot change the bounded verdict, and errors below about 2% cannot change the runaway verdict, for which \(\mu=-0.029\) J/cm³. These are sufficient margins, not estimates of the error at which the verdict changes.

Rounding can change the axis or plane verdict when some \(B_{ii}\) or \(c_{ij}\) is near zero. In the general-direction step it matters when \(S\le0\) and \(D\) is near zero. There \(\partial D/\partial p=2(qr-p)\) has magnitude below 4, and the other derivatives obey the same limit. Coupling errors of size \(\delta\) change \(D\) by at most \(12\delta\) to first order, besides the rounding of the sum itself. A computed \(D\) of that size should be reported as unresolved or recomputed in exact arithmetic.

The procedure was tested on 3000 random matrices, with diagonal entries uniform from −0.05 to 1 and mixed coefficients normally distributed with unit deviation. Of these, 1295 were accepted, but only 485 were positive definite; 51 were rejected solely by the general-direction step. Every rejection had a nonnegative witness with form value at most \(10^{-13}\). Every accepted form was positive on a 41 by 41 grid of angles. The grid does not prove positivity between its points; the algebra above does. The proportions belong to this distribution, not to crystals at large.

## The marginal case

If \(B\) is copositive but has a nonzero \(z\ge0\) with \(z^TBz=0\), the quadratic coefficients decide. The energy is bounded if and only if \(A\cdot z\ge0\) for every such \(z\). Necessity follows from \(F(tz)=tA\cdot z\).

For sufficiency, first note that \((z+te_i)^TB(z+te_i)=2t(Bz)_i+t^2B_{ii}\ge0\) for small \(t>0\), so \(Bz\ge0\). Suppose \(F\) were unbounded. In the octant part of each ball \(|x|\le n\), choose the minimizer \(x_n\) of least norm. Then \(|x_n|\to\infty\), and a subsequence of \(x_n/|x_n|\) tends to some \(z\). Dividing \(F(x_n)\le0\) by \(|x_n|^2\) gives \(z^TBz\le0\), hence zero. Components with \(z_i>0\) grow without limit, so \(x_n-tz\) stays in the octant for large \(n\) and small \(t>0\), and
\[
F(x_n-tz)=F(x_n)-t(A\cdot z+2x_n\cdot Bz)\le F(x_n).
\]
The new vector is shorter, which contradicts the choice of \(x_n\).

A dimensionless example is \(x^TBx=(x_1-x_2)^2+x_3^2+4x_3(x_1+x_2)\), whose zeros are multiples of \((1,1,0)\). For \(A=(1,-1,-3)\), \(A\cdot z=0\), and the minimum is −2.25 in boxes of side 10 and 1000. For \(A=(1,-1.2,-3)\), the values are −2.25 and −200.25. The minimum value in the smaller box does not reveal the runaway: the wall point \((9.5,10,0)\) only ties with \((0,0,1.5)\) at −2.25, and any larger box gives a lower value, −2.45 at side 11.

## What the verdict means for a material

The reference polarization is close to the room-temperature polarization of barium titanate, about 26 µC/cm²; the energy coefficients are illustrative and do not reproduce that material. The unequal coefficients are a general mmm choice, not a fit to its cubic parent phase. Its ferroelectric transition on cooling from that phase is first order, which in a sixth-order expansion requires a negative quartic coefficient along the polar direction. The positive \(b_{ii}\) used here depart from that behaviour.

A rough isotropic sextic term \(Gs^3\), with coefficient \(10^9\) J m⁹/C⁶, has \(G=0.244\) J/cm³. At the bounded crystal's quartic minimum it costs 1.38 J/cm³, three times the depth found there. Including it moves that minimum to 20.3 µC/cm² and −0.20 J/cm³. The runaway crystal also becomes bounded, with its minimum at 23.1 µC/cm² and −0.29 J/cm³. Rejection with \(\mu<0\) thus condemns the quartic truncation, not the crystal.

Mechanical conditions matter as much. Take the coefficients above as those at zero stress. Holding the total strain at zero adds the nonnegative elastic energy of the suppressed polarization strain, which is quartic in \(P\). With rough values of cubic form, a simplification for an mmm crystal, for the stiffnesses \((C_{11},C_{12},C_{44})=(180,90,110)\) GPa and electrostriction \((Q_{11},Q_{12},Q_{44})=(0.10,-0.03,0.03)\) m⁴/C² (with \(Q_{44}P_iP_j\) the engineering shear strain), it adds 2.36 J/cm³ to each \(B_{ii}\) and −0.52 J/cm³ to each \(B_{ij}\). The runaway matrix then becomes strictly copositive, with \(\mu=0.42\) J/cm³. Acceptance at zero stress therefore carries over to full clamping, but the reverse inference fails. A film clamped only in its plane needs its own matrix.

Temperature enters here through \(A_i\), with \(B\) held fixed. In the paraelectric range, where \(A_i>0\), and for small polarization in a field \(E\), minimizing \(A_iP^2/P_0^2-EP\) gives \(P=P_0^2E/(2A_i)\). Matching the susceptibility to a Curie–Weiss law with constant \(C\) gives \(dA_i/dT=P_0^2/(2\varepsilon_0C)\). For \(C=1.5\times10^5\) K, taken equal on all three axes and with the same slope continued into the range \(A_i<0\), heating by 10 K raises each \(A_i\) by 0.235 J/cm³ and reduces the bounded crystal's polarization from 33.4 to 24.3 µC/cm². The boundedness verdict is unchanged.

A field adds a term linear in \(P\), which cannot overcome a positive quartic bound. It can still carry the model outside its useful range: at 0.5 MV/cm along the body diagonal, a field that good thin films can sustain but bulk samples usually cannot, the bounded crystal reaches 75 µC/cm² without the sextic term and 38 µC/cm² with it. The copositivity verdict is reliable for the stated quartic energy, whereas the predicted polarization needs the higher-order terms. The remaining values are in the numerical output.

## Table of computed values

```
P0 = 25 uC/cm2; A1,A2,A3 = [-0.6 -0.5 -0.4] J/cm3
b11,b22,b33 = [1.0, 1.2, 0.9] J/cm3
1 J/cm3 of quartic coefficient = 2.560e+08 J m5/C4
[bounded] b12,b13,b23 = [-0.8 -0.6 -0.4] J/cm3
  scaled p,q,r = [-0.3651 -0.3162 -0.1925]; S = 0.1262; D = 0.6852
  closed form = 1.0013 (J/cm3)^1.5; angle sum = 219.05 deg
  strictly copositive: True, stage: accepted
  lowest eigenvalue = 0.4187 J/cm3; mu = 0.14095 J/cm3
[runaway] b12,b13,b23 = [-0.8 -0.6 -1.8] J/cm3
  scaled p,q,r = [-0.3651 -0.3162 -0.866 ]; S = -0.5474; D = -0.1833
  closed form = -0.2144 (J/cm3)^1.5; angle sum = 170.15 deg
  strictly copositive: False, stage: general
  lowest eigenvalue = -0.0830 J/cm3; mu = -0.02886 J/cm3
[indefinite] b12,b13,b23 = [4. 4. 4.] J/cm3
  scaled p,q,r = [1.8257 2.1082 1.9245]; S = 6.8584; D = 4.3333
  closed form = 14.5760 (J/cm3)^1.5; angle sum = 540.00 deg
  strictly copositive: True, stage: accepted
  lowest eigenvalue = -1.0555 J/cm3; mu = 0.90000 J/cm3
critical b23: formula -1.59565, search -1.59565 J/cm3
b23 limit from the plane test alone = -2.07846 J/cm3
[bounded] Fmin = -0.4508, lower bound = -0.6385 J/cm3
  P = [20.65 18.21 18.83], |P| = 33.36 uC/cm2
[indefinite] Fmin = -0.0900, lower bound = -0.1000 J/cm3
  P = [13.69  0.    0.  ], |P| = 13.69 uC/cm2
[runaway] plane minima 12,13,23 = [0.3467 0.324  0.0692] J/cm3
  witness direction cosines = [0.4082 0.6236 0.6667]
  quartic energy on witness = -0.02037 J/cm3
  |P| = 50 uC/cm2: F = -2.21 J/cm3
  |P| = 100 uC/cm2: F = -12.77 J/cm3
  |P| = 200 uC/cm2: F = -113.66 J/cm3
  |P| = 400 uC/cm2: F = -1455.88 J/cm3
sextic coefficient 1e+09 J m9/C6 = 0.2441 J/cm3
  sextic energy at the bounded quartic minimum = 1.3778 J/cm3
  [bounded] with sextic: F = -0.2037 J/cm3, |P| = 20.27 uC/cm2
  [runaway] with sextic: F = -0.2857 J/cm3, |P| = 23.08 uC/cm2
C11,C12,C44 = 180,90,110 GPa; Q11,Q12,Q44 = 0.1,-0.03,0.03 m4/C2
clamping adds 2.355 to B_ii, -0.519 to B_ij, J/cm3
  runaway crystal when clamped: strictly copositive True, mu = 0.4232 J/cm3
heating 10 K (Curie constant 1.5e+05 K): A_i rise 0.2353 J/cm3
  bounded crystal: F = -0.1301 J/cm3, |P| = 24.31 uC/cm2
field 0.5 MV/cm, bounded crystal: |P| = 75.48 (quartic), 38.09 (with sextic) uC/cm2
random test: 3000 matrices, 1295 accepted, 485 positive definite
  rejected on axis 399, plane 1255, general direction 51
marginal form, box sides 10 and 1000: safe A -2.250, -2.250
  unsafe A -2.250, -200.250 (dimensionless)
```
